# Why d-band spin-orbit coupling grows toward the top in Pd and Pt: a program that tests the result

```python
"""
Result under test: the d spin-orbit parameter xi, for a partial wave normalized
inside an atomic sphere, grows from the bonding edge to the antibonding edge of
the d band, because the wave contracts and its amplitude near the nucleus rises.

Symbols (Hartree atomic units inside the program):
  S       sphere radius;  u = r R  radial wave;  D = S R'(S)/R(S)
  V       self-consistent LDA potential;  W = r V + Z
  K       c^2/(2c^2 - V), the scalar ZORA kinetic factor
  xi(r)   2 K^2 V'/(c^2 r), the factor multiplying L.S
  norm    integral of u^2 over the sphere for a wave started identically
          at the nucleus at every energy
Band edges: D = 0 (bottom), D = -infinity (top); centre: D = -3.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import BarycentricInterpolator, CubicSpline
from scipy.linalg import eigh
from pyscf.dft import libxc

C = 1.0 / constants.fine_structure
EV = constants.value("Hartree energy in eV")
ANG = constants.value("Bohr radius") * 1e10
ORDER = 10


def lobatto(order):
    """Gauss-Lobatto points, weights and differentiation matrix."""
    coef = np.zeros(order + 1)
    coef[order] = 1.0
    inner = np.sort(legendre.legroots(legendre.legder(coef)).real)
    x = np.concatenate(([-1.0], inner, [1.0]))
    w = 2.0 / (order * (order + 1) * legendre.legval(x, coef) ** 2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    a = gap.prod(axis=1)
    d = a[:, None] / (a[None, :] * gap)
    np.fill_diagonal(d, 0.0)
    np.fill_diagonal(d, -d.sum(axis=1))
    return x, w, d


class AtomicSphere:
    def __init__(self, Z, radius_angstrom, shells):
        self.Z, self.S, self.shells = Z, radius_angstrom / ANG, shells
        assert sum(sum(occ) for occ in shells.values()) == Z
        x, w, d = lobatto(ORDER)
        edges = np.r_[0.0, np.geomspace(1e-4, self.S, 14)]
        n_el = len(edges) - 1
        nn, nq = n_el * ORDER + 1, n_el * (ORDER + 1)
        self.r = np.zeros(nn)
        self.node = np.zeros(nq, dtype=int)
        self.wq = np.zeros(nq)
        self.G = np.zeros((nq, nn))
        for e in range(n_el):
            h = edges[e + 1] - edges[e]
            rows = np.arange(e * (ORDER + 1), (e + 1) * (ORDER + 1))
            cols = np.arange(e * ORDER, (e + 1) * ORDER + 1)
            self.r[cols] = edges[e] + 0.5 * h * (x + 1.0)
            self.node[rows] = cols
            self.wq[rows] = 0.5 * h * w
            self.G[np.ix_(rows, cols)] = d * 2.0 / h
        self.r[0], self.r[-1] = 0.0, self.S
        self.n_el = n_el
        self.mass = np.bincount(self.node, weights=self.wq)
        rq = self.r[self.node]
        self.inv = np.zeros(nq)
        self.inv[rq > 0] = 1.0 / rq[rq > 0]
        self.B = self.G.copy()
        self.B[np.arange(nq), self.node] -= self.inv
        self.poisson = self.G.T @ (self.wq[:, None] * self.G)
        screen = 1.0 / (1.0 + 0.6 * self.r * Z ** (1.0 / 3.0)) ** 2
        self.set_potential(Z * (1.0 - screen))
        self.converge()
        self.make_coupling()

    def set_potential(self, W):
        self.W = W
        self.K = C**2 * self.r / (2 * C**2 * self.r + self.Z - W)
        b = self.B[:, 1:]
        self.kinetic = b.T @ ((self.wq * self.K[self.node])[:, None] * b)

    def solve(self, l, D, extra=None):
        """Levels and normalized waves for a boundary condition D."""
        r, K = self.r[1:], self.K[1:]
        pot = K * l * (l + 1) / r**2 + (self.W[1:] - self.Z) / r
        if extra is not None:
            pot = pot + extra[1:]
        H = self.kinetic + np.diag(self.mass[1:] * pot)
        root = np.sqrt(self.mass[1:])
        if np.isinf(D):
            H, root = H[:-1, :-1], root[:-1]
        else:
            H[-1, -1] -= K[-1] * D / self.S
        energy, vec = eigh(H / root[:, None] / root[None, :])
        u = np.zeros((len(self.r), len(energy)))
        u[1:1 + len(root)] = vec / root[:, None]
        return energy, u

    def converge(self):
        r = self.r
        for _ in range(300):
            rho = np.zeros_like(r)
            for l, occ in self.shells.items():
                _, u = self.solve(l, 0.0 if l == 0 else -l - 1.0)
                rho += u[:, :len(occ)] ** 2 @ np.array(occ, dtype=float)
            U = np.zeros_like(r)
            U[-1] = self.Z
            rhs = self.mass[1:-1] * rho[1:-1] / r[1:-1]
            rhs -= self.poisson[1:-1, -1] * U[-1]
            U[1:-1] = np.linalg.solve(self.poisson[1:-1, 1:-1], rhs)
            density = rho[1:] / (4 * np.pi * r[1:] ** 2)
            vxc = libxc.eval_xc("LDA,VWN", density, spin=0, deriv=1)[1][0]
            new = U.copy()
            new[1:] += r[1:] * np.ravel(vxc)
            change = np.max(np.abs(new - self.W))
            self.set_potential(self.W + 0.3 * (new - self.W))
            if change < 1e-7:
                return
        raise AssertionError("self-consistency not reached")

    def make_coupling(self):
        Wq, Kq = self.W[self.node], self.K[self.node]
        slope = (self.G @ self.W) * self.inv - (Wq - self.Z) * self.inv**2
        xi_q = 2 * Kq**2 * slope * self.inv / C**2
        self.xi_r = np.bincount(self.node, weights=self.wq * xi_q) / self.mass

    def d_state(self, D):
        """Energy, spin-orbit parameter, mean radius, boundary value of u."""
        i = len(self.shells[2]) - 1
        energy, u = self.solve(2, D)
        weight = self.mass * u[:, i] ** 2
        return energy[i], weight @ self.xi_r, weight @ self.r, u[-1, i]

    def j_splitting(self, D):
        """Level j=5/2 minus level j=3/2 with the full coupling included."""
        i = len(self.shells[2]) - 1
        upper = self.solve(2, D, 1.0 * self.xi_r)[0][i]
        lower = self.solve(2, D, -1.5 * self.xi_r)[0][i]
        return upper - lower

    def make_spline(self):
        rs, Ws = [0.0], [self.W[0]]
        for e in range(self.n_el):
            part = slice(e * ORDER, (e + 1) * ORDER + 1)
            x = np.linspace(self.r[part][0], self.r[part][-1], 41)[1:]
            poly = BarycentricInterpolator(self.r[part], self.W[part])
            rs.extend(x)
            Ws.extend(poly(x))
        self.spline = CubicSpline(rs, Ws)
        self.dspline = self.spline.derivative()

    def outward(self, E, radii):
        """Integrate a d wave outward from a fixed start at the nucleus.
        Rows returned: R, r^2 K R', running norm, running xi integral."""
        Z = self.Z

        def rhs(t, y):
            r = np.exp(t)
            W, dW = float(self.spline(r)), float(self.dspline(r))
            K = C**2 * r / (2 * C**2 * r + Z - W)
            V = (W - Z) / r
            xi = 2 * K**2 * (dW / r - V / r) / (C**2 * r)
            dens = r**3 * y[0] ** 2
            return [y[1] / (r * K), r * (6 * K + r**2 * (V - E)) * y[0],
                    dens, dens * xi]

        r0 = 1e-5
        W0 = float(self.spline(r0))
        K0 = C**2 * r0 / (2 * C**2 * r0 + Z - W0)
        power = -1.0 + np.sqrt(7.0 - (Z / C) ** 2)
        t = np.log(radii)
        sol = solve_ivp(rhs, (np.log(r0), t[-1]), [1.0, r0 * K0 * power, 0, 0],
                        method="DOP853", t_eval=t, rtol=1e-9,
                        atol=[1e-12, 1e-16, 1e-6, 1e-6])
        assert sol.success
        return sol.y


def study(name, sphere):
    S, K_S = sphere.S, sphere.K[-1]
    conditions = [0.0, -1.0, -3.0, -10.0, -np.inf]
    states = np.array([sphere.d_state(D) for D in conditions])
    E, xi, mean_r, edge = states.T
    assert np.all(np.diff(E) > 0)
    assert np.all(np.diff(xi) > 0)
    assert np.all(np.diff(mean_r) < 0)

    sphere.make_spline()
    radii = S * np.linspace(0.35, 1.0, 261)
    bottom = sphere.outward(E[0], radii)
    top = sphere.outward(E[-1], radii)
    # Outward integration must reproduce both boundary conditions and xi.
    assert abs(bottom[1, -1] / (S * K_S * bottom[0, -1])) < 0.01
    assert abs(top[0, -1]) < 2e-3 * np.max(np.abs(top[0]))
    for wave, value in ((bottom, xi[0]), (top, xi[-1])):
        assert abs(wave[3, -1] / wave[2, -1] / value - 1) < 2e-3

    # Growth must come from normalization, not from the inner wave shape.
    growth = xi[-1] / xi[0]
    amplitude = bottom[2, -1] / top[2, -1]
    equal_start = top[3, -1] / bottom[3, -1]
    assert growth > 1 and amplitude > 1
    assert abs(np.log(growth / amplitude)) < 0.1 * np.log(growth)
    inner_share = bottom[3, 0] / bottom[3, -1]
    assert inner_share > 0.95

    # Density gained inside one crossing radius, lost outside it.
    dens_b = (radii * bottom[0]) ** 2 / bottom[2, -1]
    dens_t = (radii * top[0]) ** 2 / top[2, -1]
    gained = dens_t > dens_b
    last = np.flatnonzero(gained)[-1]
    assert np.all(gained[:last + 1]) and last < len(radii) - 1
    outer_b = 1 - bottom[2, 160] / bottom[2, -1]
    outer_t = 1 - top[2, 160] / top[2, -1]
    assert outer_t < outer_b

    # Energy derivatives at the band centre by finite differences.
    step = 1e-3
    plus = sphere.outward(E[2] + step, radii)
    minus = sphere.outward(E[2] - step, radii)
    D_plus = plus[1, -1] / (S * K_S * plus[0, -1])
    D_minus = minus[1, -1] / (S * K_S * minus[0, -1])
    D_slope = (D_plus - D_minus) / (2 * step)
    D_formula = -S / (K_S * edge[2] ** 2)
    assert abs(D_slope / D_formula - 1) < 3e-3
    log_change = np.log(np.abs(plus[0] / minus[0])) / (2 * step)
    W = sphere.spline(radii)
    K = C**2 * radii / (2 * C**2 * radii + sphere.Z - W)
    kernel = sum(y[2] / (K * (radii * y[0]) ** 2) for y in (plus, minus)) / 2
    tail_formula = -simpson(kernel, x=radii)
    assert abs((log_change[-1] - log_change[0]) / tail_formula - 1) < 3e-3
    norm_rate = np.log(plus[2, -1] / minus[2, -1]) / (2 * step)
    xi_rate = np.log(plus[3, -1] / plus[2, -1]
                     / (minus[3, -1] / minus[2, -1])) / (2 * step)
    assert norm_rate < 0 and abs(xi_rate / -norm_rate - 1) < 0.1

    # The j splitting contains higher orders in the coupling, hence 8 percent.
    split = [0.4 * sphere.j_splitting(D) for D in (0.0, -np.inf)]
    assert abs(split[0] / xi[0] - 1) < 0.08
    assert abs(split[1] / xi[-1] - 1) < 0.08
    assert split[1] > split[0]

    print(f"{name}: Z={sphere.Z}, S={S * ANG:.2f} angstrom, "
          f"valence d{sphere.shells[2][-1]} s{sphere.shells[0][-1]}")
    for D, e, x, rm in zip(conditions, E, xi, mean_r):
        print(f"  D={D:5.0f}: E-E(D=-3)={(e - E[2]) * EV:7.3f} eV, "
              f"xi={x * EV:.4f} eV, <r>={rm * ANG:.4f} angstrom")
    print(f"  xi top/bottom = {growth:.4f}")
    print(f"  inner amplitude squared, top/bottom = {amplitude:.4f}")
    print(f"  xi integral at equal inner amplitude, top/bottom = "
          f"{equal_start:.4f}")
    print(f"  share of bottom xi from r < 0.35 S = {100 * inner_share:.2f} %")
    print(f"  charge beyond 0.75 S: bottom {100 * outer_b:.2f} %, "
          f"top {100 * outer_t:.2f} %")
    print(f"  density crossing radius = {radii[last] * ANG:.3f} angstrom")
    print(f"  centre: dD/dE integrated {D_slope / EV:.4f}, "
          f"formula {D_formula / EV:.4f} per eV")
    print(f"  centre: dln(xi)/dE = {xi_rate / EV:.5f}, "
          f"-dln(norm)/dE = {-norm_rate / EV:.5f} per eV")
    print(f"  (2/5) j splitting: bottom {split[0] * EV:.4f} eV, "
          f"top {split[1] * EV:.4f} eV")
    return growth


pd_shells = {0: [2, 2, 2, 2, 1], 1: [6, 6, 6], 2: [10, 9]}
pt_shells = {0: [2, 2, 2, 2, 2, 1], 1: [6, 6, 6, 6], 2: [10, 10, 9], 3: [14]}
re_shells = {0: [2, 2, 2, 2, 2, 1], 1: [6, 6, 6, 6], 2: [10, 10, 6], 3: [14]}

pd_growth = study("Pd", AtomicSphere(46, 1.5, pd_shells))
study("Pt", AtomicSphere(78, 1.5, pt_shells))
study("Re", AtomicSphere(75, 1.5, re_shells))

# A larger sphere weakens the boundary's hold on the d wave.
wide = AtomicSphere(46, 2.0, pd_shells)
wide_bottom, wide_top = wide.d_state(0.0), wide.d_state(-np.inf)
wide_growth = wide_top[1] / wide_bottom[1]
assert 1 < wide_growth < pd_growth
print(f"Pd expanded to S={wide.S * ANG:.2f} angstrom: "
      f"xi top/bottom = {wide_growth:.4f}")
print(f"  its edge separation = {(wide_top[0] - wide_bottom[0]) * EV:.3f} eV")
print("every check passed")
```

Output:

```
Pd: Z=46, S=1.50 angstrom, valence d9 s1
  D=    0: E-E(D=-3)= -3.507 eV, xi=0.1292 eV, <r>=0.8903 angstrom
  D=   -1: E-E(D=-3)= -1.705 eV, xi=0.1591 eV, <r>=0.8169 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.1899 eV, <r>=0.7483 angstrom
  D=  -10: E-E(D=-3)=  1.593 eV, xi=0.2187 eV, <r>=0.6919 angstrom
  D= -inf: E-E(D=-3)=  2.711 eV, xi=0.2374 eV, <r>=0.6604 angstrom
  xi top/bottom = 1.8381
  inner amplitude squared, top/bottom = 1.8472
  xi integral at equal inner amplitude, top/bottom = 0.9951
  share of bottom xi from r < 0.35 S = 98.97 %
  charge beyond 0.75 S: bottom 29.98 %, top 4.07 %
  density crossing radius = 0.915 angstrom
  centre: dD/dE integrated -1.8607, formula -1.8605 per eV
  centre: dln(xi)/dE = 0.09671, -dln(norm)/dE = 0.09749 per eV
  (2/5) j splitting: bottom 0.1301 eV, top 0.2385 eV
Pt: Z=78, S=1.50 angstrom, valence d9 s1
  D=    0: E-E(D=-3)= -4.604 eV, xi=0.3463 eV, <r>=0.9684 angstrom
  D=   -1: E-E(D=-3)= -2.314 eV, xi=0.4362 eV, <r>=0.9001 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.5404 eV, <r>=0.8288 angstrom
  D=  -10: E-E(D=-3)=  2.281 eV, xi=0.6486 eV, <r>=0.7641 angstrom
  D= -inf: E-E(D=-3)=  3.923 eV, xi=0.7231 eV, <r>=0.7263 angstrom
  xi top/bottom = 2.0879
  inner amplitude squared, top/bottom = 2.0917
  xi integral at equal inner amplitude, top/bottom = 0.9982
  share of bottom xi from r < 0.35 S = 99.59 %
  charge beyond 0.75 S: bottom 36.59 %, top 5.86 %
  density crossing radius = 0.971 angstrom
  centre: dD/dE integrated -1.3298, formula -1.3297 per eV
  centre: dln(xi)/dE = 0.08697, -dln(norm)/dE = 0.08718 per eV
  (2/5) j splitting: bottom 0.3542 eV, top 0.7333 eV
Re: Z=75, S=1.50 angstrom, valence d6 s1
  D=    0: E-E(D=-3)= -6.425 eV, xi=0.2058 eV, <r>=1.0506 angstrom
  D=   -1: E-E(D=-3)= -3.325 eV, xi=0.2737 eV, <r>=0.9835 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.3653 eV, <r>=0.9032 angstrom
  D=  -10: E-E(D=-3)=  3.394 eV, xi=0.4737 eV, <r>=0.8219 angstrom
  D= -inf: E-E(D=-3)=  5.817 eV, xi=0.5526 eV, <r>=0.7730 angstrom
  xi top/bottom = 2.6848
  inner amplitude squared, top/bottom = 2.6925
  xi integral at equal inner amplitude, top/bottom = 0.9971
  share of bottom xi from r < 0.35 S = 99.50 %
  charge beyond 0.75 S: bottom 46.38 %, top 8.10 %
  density crossing radius = 1.016 angstrom
  centre: dD/dE integrated -0.9037, formula -0.9037 per eV
  centre: dln(xi)/dE = 0.08268, -dln(norm)/dE = 0.08291 per eV
  (2/5) j splitting: bottom 0.2094 eV, top 0.5591 eV
Pd expanded to S=2.00 angstrom: xi top/bottom = 1.2716
  its edge separation = 1.289 eV
every check passed
```
